# Quadratic field correction to a hafnia switching barrier at fixed cell

Suppose that a zero-field calculation has located the saddle between two polarization states of ferroelectric hafnia, and the barrier is wanted in a field. One can repeat the path search at every field, or use the polarization and susceptibility of the two zero-field structures. The second choice raises a further question: the saddle has an unstable mode, and its contribution to the susceptibility can be kept, with a negative sign, or left out. The theorem below requires it to be kept. In the example, holding the switching coordinate still reverses the sign of the quadratic correction.

## Assumptions and conventions

Let $x$ denote the ionic coordinates of a periodic cell of volume $V$, with uniform translations removed. All cell vectors are fixed. Fixing the volume alone would leave the shape free to relax, and the shape strains would then be further coordinates with their own response.

The macroscopic field inside the hafnia is $E$. Polarization $P$ and susceptibility $\chi$ are components along this field. The crystal stays insulating, and its electrons remain in the state that develops smoothly from the zero-field ground state.

At clamped ions, an induced electronic polarization $p_e$ costs $Vp_e^2/(2\varepsilon_0\chi_{el})$ and gains $Vp_eE$. Minimization gives $p_e=\varepsilon_0\chi_{el}E$ and the energy $-\tfrac12\varepsilon_0V\chi_{el}E^2$. The electric enthalpy is therefore

$$F(x,E)=U(x)-VP(x)E-\tfrac12\varepsilon_0V\chi_{el}(x)E^2+O(E^3). \qquad (1)$$

Here $U$ and $P$ are the zero-field energy and polarization. The vacuum term $-\tfrac12\varepsilon_0VE^2$ is omitted because it is equal in both structures and cancels in the barrier.

Let $i$ be the initial minimum and $s$ a first-order saddle, at which the Hessian has one negative eigenvalue. For $a=i,s$ define, at zero field,

$$K_a=\left.\frac{\partial^2U}{\partial x^2}\right|_a,\qquad p_a=\left.\frac{\partial P}{\partial x}\right|_a .$$

Both Hessians are assumed nonsingular, $F$ is smooth, and the same saddle controls the path over the field range considered. The difference $\Delta P=P_s-P_i$ is followed continuously along the path, since the polarization of a periodic crystal has several branches.

**Theorem.** Under these assumptions the barrier $\Delta F=F_s-F_i$ obeys

$$\Delta F(E)=\Delta F(0)-V\Delta P\,E-\tfrac12\varepsilon_0V(\chi_s-\chi_i)E^2+O(E^3), \qquad (2)$$

$$\chi_a=\chi_{el,a}+\frac{V}{\varepsilon_0}\,p_a^{T}K_a^{-1}p_a . \qquad (3)$$

## Two lemmas and the proof

**Lemma 1 (displacement of a stationary point).** Near $E=0$ each stationary structure continues to a smooth branch $x_a(E)$, with $dx_a/dE=VK_a^{-1}p_a$ at $E=0$.

*Proof.* Stationarity of (1) reads

$$\frac{\partial U}{\partial x}-VE\frac{\partial P}{\partial x}-\tfrac12\varepsilon_0VE^2\frac{\partial\chi_{el}}{\partial x}+O(E^3)=0 .$$

Because $K_a$ is nonsingular, the implicit function theorem supplies the branch. Differentiate along it and set $E=0$. The first term gives $K_a\,dx_a/dE$ and the second gives $-Vp_a$. Every other term retains a factor of $E$ and vanishes. Hence $K_a\,dx_a/dE=Vp_a$. $\square$

**Lemma 2 (energy along a branch).** At $E=0$, the function $F_a(E)=F(x_a(E),E)$ has first derivative $-VP_a$ and second derivative $-\varepsilon_0V\chi_a$.

*Proof.* By the chain rule,

$$\frac{dF_a}{dE}=\frac{\partial F}{\partial x}\cdot\frac{dx_a}{dE}+\frac{\partial F}{\partial E}.$$

The first product vanishes by stationarity; the structure need not be a minimum. The second term is

$$\frac{dF_a}{dE}=-V\left[P(x_a)+\varepsilon_0\chi_{el}(x_a)E\right]+O(E^2).$$

At $E=0$ this is $-VP_a$. Differentiating once more at $E=0$ and using Lemma 1,

$$\frac{d^2F_a}{dE^2}=-V\left[p_a^T\frac{dx_a}{dE}+\varepsilon_0\chi_{el,a}\right]
=-V\left[Vp_a^TK_a^{-1}p_a+\varepsilon_0\chi_{el,a}\right],$$

which is $-\varepsilon_0V\chi_a$ by (3). $\square$

*Proof of the theorem.* Taylor's formula gives $F_a(E)=F_a(0)-VP_aE-\tfrac12\varepsilon_0V\chi_aE^2+O(E^3)$. Subtracting the initial branch from the saddle branch gives (2), because $V$ is common to both. $\square$

The word "susceptibility" needs care at the saddle. A crystal does not rest there in equilibrium. The quantity $\varepsilon_0\chi_s$ is the slope of polarization with field along the moving stationary point, and it may be negative.

## The unstable contribution

**Lemma 3.** Choose a switching coordinate $q$, and let $R$ denote the remaining coordinates, with $K_{RR}$ positive definite. Define

$$\kappa=K_{qq}-K_{qR}K_{RR}^{-1}K_{Rq},\qquad
\pi=p_q-K_{qR}K_{RR}^{-1}p_R .$$

Then

$$p^TK^{-1}p=p_R^TK_{RR}^{-1}p_R+\frac{\pi^2}{\kappa}, \qquad (4)$$

and $\kappa<0$ at a first-order saddle.

*Proof.* Let $Ky=p$. Its lower block gives $y_R=K_{RR}^{-1}(p_R-K_{Rq}y_q)$. Substitution in the upper block, $K_{qq}y_q+K_{qR}y_R=p_q$, gives $\kappa y_q=\pi$. Therefore

$$p^Ty=p_qy_q+p_R^TK_{RR}^{-1}p_R-p_R^TK_{RR}^{-1}K_{Rq}y_q
=p_R^TK_{RR}^{-1}p_R+\pi y_q ,$$

where the symmetry of $K$ was used. Inserting $y_q=\pi/\kappa$ gives (4). Finally, $\det K=\kappa\det K_{RR}$. At the saddle $\det K<0$ while $\det K_{RR}>0$, so $\kappa<0$. $\square$

The first term in (4) is the response with $q$ clamped. Releasing $q$ lowers $\chi_s$ whenever $\pi\ne0$, and by (2) this raises the barrier.

In a phonon calculation with mass matrix $M$, write $K=M^{1/2}DM^{1/2}$, where $D$ has eigenvectors $e_n$ and eigenvalues $\omega_n^2$. Then

$$p^TK^{-1}p=\sum_n\frac{(p^TM^{-1/2}e_n)^2}{\omega_n^2}.$$

The term with $\omega_n^2<0$ stays in the sum with its sign. Deleting it is generally not the same operation as clamping $q$, because the unstable eigenvector can contain other coordinates.

## One mode and the limit of the expansion

Take $U=B(q^2-1)^2$, $P=P_0q$ and constant $\chi_{el}$, starting from $q=-1$. Since $U''=4B(3q^2-1)$, the stiffness is $8B$ at the minimum and $-4B$ at the saddle $q=0$. The electronic part cancels, leaving

$$\varepsilon_0(\chi_s-\chi_i)=VP_0^2\left(-\frac1{4B}-\frac1{8B}\right)=-\frac{3VP_0^2}{8B}.$$

With $f=VP_0E$, equation (2) becomes

$$\Delta F=B-f+\frac{3f^2}{16B}+O(f^3). \qquad (5)$$

The correction is positive. Two thirds of it comes from the saddle and one third from the initial state. Barriers obtained from the roots of $U'(q)=f$ give the coefficient $0.18750/B$, in agreement with $3/16$.

The minimum and saddle merge when $f$ reaches the largest slope of $U$ between them. Setting $U''=0$ gives $q=-1/\sqrt3$ and $f_{sp}=8B/(3\sqrt3)\approx1.54B$. There the barrier is zero, whereas (5) without its remainder gives $B(1-1.540+0.444)\approx-0.095B$.

The negative value comes from the omitted higher terms. The way the true barrier vanishes can be found directly. Put $\delta=f_{sp}-f$ and $y=q+1/\sqrt3$. Since $U'''=24Bq=-24B/\sqrt3$ at the merging point, the slope close to it is

$$\frac{\partial F}{\partial q}\simeq\delta-\frac{12B}{\sqrt3}y^2 .$$

It vanishes at $y=\pm y_0$, with $y_0^2=\sqrt3\,\delta/(12B)$. Integrating between these points gives $\Delta F\simeq\tfrac43\delta y_0\propto\delta^{3/2}$. This law is not analytic at $\delta=0$, so a quadratic polynomial in $E$ cannot describe it.

## A model in the hafnia regime

Use dimensionless amplitudes $q$ for switching, $s$ for a nonpolar distortion and $w$ for a second polar mode. Energies are in eV per cell and polarizations in µC/cm²:

$$\begin{aligned}
U={}&0.45(q^2-1)^2+\tfrac12(2.5)s^2+0.5s(q^2-1)\\
&+\tfrac12(0.6+0.4q^2)w^2+0.1qw(1-q^2),\\
P={}&50q[1+0.1(1-q^2)]+35w,\qquad \chi_{el}=4.0-0.4q^2 .
\end{aligned}$$

The volume is 0.134 nm³. The initial state $(q,s,w)=(-1,0,0)$ has $P_i=-50$ µC/cm², opposed to a positive field. The saddle is $(0,0.2,0)$, with $P_s=0$ and energy $0.45+0.05-0.10=0.40$ eV.

**Initial state.** The nonzero Hessian entries, in eV, are $K_{qq}=3.6$, $K_{qs}=-1$, $K_{qw}=-0.2$, $K_{ss}=2.5$ and $K_{ww}=1$. The polarization slopes are $p_q=40$, $p_s=0$ and $p_w=35$. Lemma 3 gives

$$\kappa_i=3.6-\frac{1}{2.5}-\frac{0.04}{1}=3.16,\qquad \pi_i=40+0.2\times35=47 .$$

In these units $V/\varepsilon_0$ becomes $0.134\times0.006242/0.08854=0.00945$. Thus

$$\chi_i=3.6+0.00945\left(\frac{35^2}{1}+\frac{47^2}{3.16}\right)\approx21.8 .$$

**Saddle.** Here $K_{qq}=-1.6$, $K_{qs}=0$, $K_{qw}=0.1$, $K_{ss}=2.5$ and $K_{ww}=0.6$, with $p_q=55$, $p_s=0$ and $p_w=35$. Hence

$$\kappa_s=-1.6-\frac{0.01}{0.6}=-1.617,\qquad
\pi_s=55-\frac{0.1\times35}{0.6}=49.2 .$$

The clamped susceptibility is $4.0+0.00945\times35^2/0.6\approx23.3$. The switching coordinate adds $0.00945\times49.2^2/(-1.617)\approx-14.1$, so $\chi_s\approx9.2$.

The full difference is $\Delta\chi=\chi_s-\chi_i=-12.6$; with $q$ clamped at the saddle it would be $+1.5$. The second polar mode is softer at the saddle, which by itself would lower the barrier, but the unstable response outweighs it.

At 3 MV/cm the two corrections are

$$-V\Delta P\,E=-0.006242\times0.134\times50\times3=-0.1255\ \mathrm{eV},$$

$$-\tfrac12\varepsilon_0V\Delta\chi E^2
=\tfrac12(0.006242)(0.134)(0.08854)(12.6)(9)=0.0042\ \mathrm{eV}.$$

The predicted barrier is 0.2787 eV, or $4.47\times10^{-20}$ J, per cell. A direct calculation relaxes $s$ and $w$ at each $q$, then finds the minimum and maximum over $q$. It gives 0.2791 eV. The linear formula alone gives 0.2745 eV, and the clamped susceptibility would lower that by a further 0.5 meV.

The quadratic term is about 3% of the linear one. At 300 K, with the rate prefactor held fixed, it multiplies the rate by $\exp(-4.2/25.85)=0.85$.

The spinodal field of this model is 12.9 MV/cm. At 4 MV/cm the quadratic formula is already 0.8 meV below the direct barrier. When a small field is doubled, the remainder grows by a factor of 8.4, close to the 8 expected of a cubic term.

## Reverse switching and a polar saddle

Suppose a symmetry exchanges the two wells, maps the saddle to itself and reverses the field. Then $\Delta F_{rev}(E)=\Delta F(-E)$, and therefore

$$\frac{\Delta F(E)+\Delta F_{rev}(E)}2=\Delta F(0)-\tfrac12\varepsilon_0V\Delta\chi E^2+O(E^4).$$

The linear and cubic terms cancel. At 3 MV/cm the reverse barrier is 0.5295 eV. Its mean with the direct forward barrier is 0.4043 eV, so the even correction is 4.3 meV, against 4.2 meV from the susceptibilities.

The theorem does not need this symmetry. Adding $0.15(q^3/3-q)$ eV to $U$ shifts the saddle to $P_s=-4.57$ µC/cm². Symmetric differences of directly computed barriers then give a linear coefficient of $-38.00$ meV/(MV/cm) and a quadratic coefficient of 0.505 meV/(MV/cm)². Equations (2) and (3) give the same values to these digits.

If $\Delta P=0$ along the applied field, the linear term vanishes and the susceptibility difference gives the leading correction. This can occur for a field perpendicular to the switching polarization.

## Comparison with a real capacitor

The chosen polarization, and the initial permittivity $1+\chi_i\approx23$, are of the rough size expected for ferroelectric hafnia; polycrystalline films often show a smaller remanent polarization. The barrier and mode parameters are round model choices. The example field is 0.75 of a rough breakdown field of 4 MV/cm, so the model's spinodal lies well beyond practical use. The assumption that real devices break most strongly is uniform switching: a 10 nm cube holds about 7500 cells, and reversing them together would cost about 2100 eV at 3 MV/cm. Thermal switching must therefore start locally. The one-cell values cannot be transferred to a nucleus, and the expansion about zero field can itself fail there. Between wells of equal energy, a reversed region gains nothing at zero field to pay for its wall. In a large crystal with a positive wall energy, the critical nucleus and its barrier therefore grow without limit as the field falls, and the saddle must be located in the field itself. With a trial wall energy of 0.1 J/m², the four side faces of one reversed cell alone cost 0.65 eV, more than the model barrier.

Other omissions range from well above the quadratic term to below it:

- **Dead layer.** Let a short-circuited stack have film thickness $t_f$ and dead-layer thickness $t_d$, with permittivities $\varepsilon_f$ and $\varepsilon_d$. Zero voltage and continuity of displacement, without interface charge, give a depolarizing field of magnitude $P_0t_d/[\varepsilon_0(\varepsilon_dt_f+\varepsilon_ft_d)]$. For 10 nm of film and 0.5 nm of dead layer with $\varepsilon_d=25$ and $\varepsilon_f=1+\chi_i\approx23$, this is 1.1 MV/cm. If the field keeps this value while one cell switches, the linear term lowers the barrier by about 45 meV. If the whole film switches uniformly at zero voltage, the field vanishes with the polarization at the saddle, and the change is only about half as large. A dead layer of lower permittivity gives a larger effect, about 53 meV for uniform switching at $\varepsilon_d=10$. For a given $\varepsilon_d$, both values are upper estimates of the lowering: zero total voltage puts a field 20 times larger, about 22 MV/cm, across the dead layer. That is far above the rough breakdown field, so in a real stack charge would leak to the interface and reduce the depolarizing field. If this charge stays in place while the whole film switches, it leaves a field at the saddle. At zero voltage, it raises the barrier instead once it compensates more than about half of the initial polarization.
- **Cell relaxation.** A trial strain mismatch of 1% and a rough stiffness of 400 GPa give an elastic energy of 17 meV per cell. If the fixed cell is that of the initial state, relaxation would lower the zero-field barrier by about this amount; if it is that of the saddle, relaxation would raise the barrier by a similar amount. A rough piezoelectric coefficient of 1 C/m² adds 0.28 to a susceptibility. The strain also changes the saddle stiffness: a coupling to the strain $\eta$ of the form $\lambda\eta(q^2-1)$, sized to give the 1% mismatch, moves $\Delta\chi$ from $-12.6$ to $-13.5$. This is still a modest change.
- **Rate prefactor.** In the classical harmonic approximation it contains $\sqrt{\det K_i/|\det K_s|}$. The change of this factor between zero field and 3 MV/cm acts like a 2.0 meV rise of the barrier, about half the quadratic term. This shift is nearly linear in the field, so at 1 MV/cm it is 0.67 meV and exceeds the quadratic term of 0.47 meV. Including the field dependence of the unstable frequency raises the value at 3 MV/cm to about 2.3 meV.
- **Tunnelling.** For four oxygen atoms moving by a rough 0.05 nm, the estimated crossover temperature is 38 K. The leading tunnelling correction from the unstable mode multiplies the rate at 300 K by 1.03. Quantum corrections from the stable vibrations, including zero-point energy, are not included and can be larger.

For a calculation that meets the stated assumptions, zero-field structures suffice well below the spinodal, provided that the full saddle Hessian is inverted. In a device estimate, the local field and the nucleus must be settled before a correction of a few meV per cell has predictive value. The numerical output below lists the remaining values.

## Calculated quantities

```
cell volume 0.134 nm3; P0 50.0 uC/cm2; T 300.0 K
bare well 0.45 eV; k_s 2.5 eV; g_s 0.5 eV
k_w well 1.0 eV, saddle 0.6 eV; c_qw 0.1 eV
a_P 0.1; P_w 35.0 uC/cm2
chi_el initial 3.6, saddle 4.0
V*P*E unit factor 0.006242 eV per nm3 uC/cm2 MV/cm
eps0 0.08854 uC/cm2 per MV/cm
saddle nonpolar amplitude s 0.200
zero-field barrier 0.4000 eV per cell
P_s - P_i 50.00 uC/cm2
chi initial 21.774
chi saddle, full 9.161
chi saddle, q clamped 23.285; from energy 23.285
reaction-coordinate part of chi saddle -14.124
reaction stiffness at saddle -1.6167 eV
delta chi, full -12.613; clamped 1.511
linear coefficient -41.818 meV/(MV/cm)
quadratic coefficient 0.4670 meV/(MV/cm)^2
coefficient tests: meV/(MV/cm) and meV/(MV/cm)^2
 tilt 0.0 eV, P_s 0.00 uC/cm2
  linear: direct -41.818, formula -41.818
  quadratic: direct 0.4671, formula 0.4670
 tilt 0.15 eV, P_s -4.57 uC/cm2
  linear: direct -37.998, formula -37.998
  quadratic: direct 0.5046, formula 0.5046
E (MV/cm); barrier (eV): linear, quadratic, full
 1.0; 0.35818, 0.35865, 0.35866
 2.0; 0.31636, 0.31823, 0.31832
 3.0; 0.27455, 0.27875, 0.27906
 4.0; 0.23273, 0.24020, 0.24100
example field 3.0 MV/cm
linear term -125.45 meV
quadratic term 4.203 meV
clamped-q quadratic term -0.504 meV
full minus quadratic barrier 0.311 meV
kT 25.85 meV; rate factor 0.850
reverse barrier 0.52948 eV
remainder ratio on doubling E 8.36
one-mode quadratic coefficient 0.18750 (units 1/B)
spinodal field 12.89 MV/cm
rough breakdown 4.0 MV/cm; E/breakdown 0.75
rough C 400 GPa, strain 0.01, e 1.0 C/m2
strain energy 16.7 meV; strain chi 0.28
prefactor determinant shift 2.00 meV
rough O displacement 0.05 nm; 4 O atoms of 16 u
tunnelling crossover 38 K; Wigner factor 1.026
film 10.0 nm; dead layer 0.5 nm, permittivity 25.0
depolarizing field 1.08 MV/cm
trial wall energy 0.1 J/m2; one-cell side cost 0.65 eV
10 nm cube: 7463 cells; coherent barrier 2083 eV
```
